# Why rising capacitor energy does not oppose filament growth at fixed voltage

## Definitions and conventions

A dielectric of permittivity $\varepsilon$ fills the gap $d$ between two plates. A conducting filament stands on the lower plate and does not reach the upper one. The lower plate and the filament are at potential $0$, and the upper plate is at $V>0$. The charge on the upper plate is $Q=CV$, and $E_0=V/d$ is the field far from the filament. The cell is guarded: no field lines leave through its side wall.

The filament is a metallic phase formed in place from the dielectric. No ions cross the circuit, so the charge passed by the battery is the change of $Q$. Leakage current is neglected. The dielectric is linear and the temperature is constant.

Charging the device reversibly at fixed filament shape takes the work
$$U=\int_0^Q \frac{Q'}{C}\,dQ'=\frac{Q^2}{2C}=\tfrac12CV^2 .$$
At constant temperature this work is a free energy. It is called the field energy below, and it equals $\int\tfrac12\varepsilon|\nabla\phi|^2\,dv$ over the dielectric, where $\phi$ is the potential.

Let $W$ be the free-energy cost of the filament without a field. When charge $\Delta Q$ flows to the upper plate, the battery does work $V\Delta Q$ and its own free energy falls by that amount. The free energy of device and battery together therefore changes, at fixed $V$, as
$$\Omega=W+U-QV .$$
This quantity must fall in a spontaneous change. The claim to be examined uses $W+U$ instead: growth raises $\tfrac12CV^2$, so the field is said to oppose growth.

## A counter-example: the field of one filament

Let the filament be half of a prolate spheroid, with length $h$ and base radius $b<h$:
$$\frac{\rho^2}{b^2}+\frac{z^2}{h^2}=1,\qquad z\ge0,$$
where $\rho$ is the distance from the axis and $z$ the height. Define
$$c=\sqrt{h^2-b^2},\qquad e=\frac ch,\qquad L=\ln\frac{1+e}{1-e}.$$

Without the filament the potential is $E_0z$. Add a line charge of density $-kz'$ on the axis from $z'=-c$ to $c$. The part below the plate is the image of the part above, so the added potential vanishes at $z=0$. With $u=z'-z$,
$$\phi_{\rm line}=-\frac{k}{4\pi\varepsilon}\int_{-c-z}^{c-z}\frac{u+z}{\sqrt{\rho^2+u^2}}\,du .$$
Let $r_\pm=\sqrt{\rho^2+(z\mp c)^2}$ be the distances to the foci $z=\pm c$. The two parts of the integral give
$$\phi_{\rm line}=-\frac{k}{4\pi\varepsilon}\left[r_+-r_-+z\ln\frac{c-z+r_+}{-c-z+r_-}\right].$$

On the spheroid $r_++r_-=2h$. Also $r_-^2-r_+^2=4cz$, so division gives $r_--r_+=2ez$. Hence $r_+=h-ez$ and $r_-=h+ez$. With $c=eh$,
$$c-z+r_+=(1+e)(h-z),\qquad -c-z+r_-=(1-e)(h-z).$$
The factor $h-z$ cancels, the logarithm equals $L$, and on the surface
$$\phi_{\rm line}=-\frac{k}{4\pi\varepsilon}(L-2e)\,z .$$
This cancels $E_0z$ everywhere on the filament if
$$k=\frac{4\pi\varepsilon E_0}{L-2e}.$$

The solution neglects the response of the upper plate and of the guarded side wall to the line charge. This requires $h$ to be small compared with both $d$ and the cell radius. The charge induced on the upper plate is still needed, because the battery supplies it. Consider a charge $-q$ at height $z$ between two grounded plates, inducing $Q_u$ on the upper one. Compare this with a second state having no charge in the gap and the upper plate at $V'$, so that the potential is $V'z/d$. Green's reciprocity relation says that the charges of one state, multiplied by the potentials of the other, have the same sum either way. The charge $-q$ and $Q_u$ meet the potentials $V'z/d$ and $V'$. In the reverse product the plates are grounded and there is no charge in the gap, so the sum is zero:
$$-q\frac{V'z}{d}+Q_uV'=0,\qquad Q_u=\frac{qz}{d}.$$
Summing over the line charge above the lower plate gives the extra charge
$$\int_0^c kz\,\frac zd\,dz=\frac{kc^3}{3d}.$$
Division by $V=E_0d$ gives the excess capacitance due to the filament,
$$C_f=\frac{4\pi\varepsilon c^3}{3d^2(L-2e)} .$$

## The counter-example in numbers

Take the round model values $d=20$ nm, $V=2.5$ V, relative permittivity $20$ and $b=1$ nm, in a cell of radius $R=30$ nm. The cell without filament has $C_0=\varepsilon\pi R^2/d=25.035$ aF. Dividing $C_f$ by $C_0$ removes $\varepsilon$:
$$\frac{C_f}{C_0}=\frac{4c^3}{3dR^2(L-2e)} .$$
For $h=4$ nm, $c=3.873$ nm and $L-2e=2.190$, which gives $C_f=0.0492$ aF. For $h=5$ nm, $c=4.899$ nm and $L-2e=2.625$, which gives $C_f=0.0831$ aF. Before rounding, the difference is $\Delta C=0.03387$ aF.

Since $1\ \mathrm{aF\,V^2}=10^{-18}$ J $=6.24$ eV, growth from 4 to 5 nm changes the electrical terms by
$$\Delta U=\tfrac12(2.5)^2(0.03387)(6.24)\ \mathrm{eV}=0.661\ \mathrm{eV},$$
$$V\Delta Q=V^2\Delta C=1.321\ \mathrm{eV}.$$
The battery supplies twice the rise in field energy. The electrical part of $\Omega$ changes by $0.661-1.321=-0.661$ eV, where the last digit reflects the unrounded values.

For the material cost, let $g=10^7$ J/m³ be the free-energy cost per volume and $\gamma=0.01$ J/m² the interfacial free energy of the side surface. Volume and side area of the half spheroid give
$$W=g\,\frac{2\pi}{3}b^2h+\gamma\left[\pi b^2+\pi bh\,\frac{\arcsin e}{e}\right].$$
The base has fixed radius, so its interface adds a constant that drops out of every difference. From 4 to 5 nm the volume grows by $2.09$ nm³ and the side area by $4.85$ nm². With these parameters each nm³ and each nm² costs $10^{-20}$ J, or $0.0624$ eV, so
$$\Delta W=0.0624\,(2.09+4.85)\ \mathrm{eV}=0.433\ \mathrm{eV}.$$

The two accounts disagree in sign:
$$\Delta W+\Delta U=+1.094\ \mathrm{eV},\qquad \Delta\Omega=0.433-0.661=-0.227\ \mathrm{eV},$$
again with the last digit from unrounded values. The field energy rises and the growth is nevertheless favourable. This refutes the claim. One parameter set suffices for that, but the sign of $\Delta\Omega$ depends on the small material cost chosen. Interfacial energies between a metal and an oxide are commonly ten or more times larger. With $\gamma=0.1$ J/m² the same growth has $\Delta W=3.16$ eV and $\Delta\Omega=+2.5$ eV, and lengthening from 4 nm becomes favourable only above about 6 V.

The neglect of the upper plate's response does not decide the result. An axisymmetric finite-element solution with the plate at its true distance gives excess capacitances larger than the formula by 0.13% at 4 nm and 0.23% at 5 nm. It also gives the field energy and the plate charge separately: the energy rises by 0.663 eV, and the battery work found from the charge is 1.326 eV. Their ratio is 1.999, against 2 from the ledger.

## The correct general statement

Let a conducting region attached to the grounded plate grow into a linear dielectric, without bridging the gap, at constant temperature and fixed $V\neq0$. Let the circuit carry capacitive charge alone, and let the conducting region be at the potential of the plate, with no contact potential between them. Then:

1. The capacitance does not fall, $\Delta C\ge0$. It rises, $\Delta C>0$, unless the new conducting volume lies wholly in a pocket of dielectric that grounded conductor cuts off from the upper plate.
2. The field energy changes by $+\tfrac12V^2\Delta C$, and the relevant free energy by
$$\Delta\Omega=\Delta W-\tfrac12V^2\Delta C .$$
3. Growth between the two shapes lowers the free energy if and only if $\tfrac12V^2\Delta C>\Delta W$.

The field thus never opposes growth, and outside such pockets it favours growth, but it need not favour it enough. The filament shape is arbitrary here, and $h\ll d$ is not required.

**Proof of 1.** Let $\phi_1$ be the potential before growth and $\phi_2$ the potential after it, with $\phi_2=0$ inside the enlarged filament. Write $\phi_2=\phi_1+\eta$. Both potentials have the same values on the plates and on the old filament, so $\eta=0$ there. Over the old dielectric,
$$\int\tfrac12\varepsilon|\nabla\phi_2|^2dv=\int\tfrac12\varepsilon|\nabla\phi_1|^2dv+\int\varepsilon\nabla\phi_1\!\cdot\!\nabla\eta\,dv+\int\tfrac12\varepsilon|\nabla\eta|^2dv .$$
The middle term is integrated by parts. Its volume part vanishes because $\nabla\cdot(\varepsilon\nabla\phi_1)=0$. Its surface part vanishes because $\eta=0$ on the conductors and no flux crosses the guarded side. The left side is $U_2$, since the newly conducting volume has no field and contributes nothing. Therefore
$$U_2-U_1=\int\tfrac12\varepsilon|\nabla\eta|^2dv\ge0 .$$
Equality would require $\eta=0$ throughout, hence $\phi_1=0$ in the newly conducting volume. For $V>0$ the potential is positive, by the maximum principle, in every part of the dielectric connected to the upper plate, so the inequality is strict if the growth enters such a part. In a pocket cut off by grounded conductor $\phi_1=0$, and filling it changes nothing. Since $U=\tfrac12CV^2$ at the same $V$, $\Delta C>0$ in the first case and $\Delta C=0$ in the second. Reversing the sign of $V$ changes neither energy.

**Proof of 2 and 3.** At fixed $V$, $\Delta U=\tfrac12V^2\Delta C$ and $\Delta(QV)=V\Delta Q=V^2\Delta C$. Substitution in $\Omega=W+U-QV$ gives
$$\Delta\Omega=\Delta W+\tfrac12V^2\Delta C-V^2\Delta C=\Delta W-\tfrac12V^2\Delta C .$$
Statement 3 is the condition $\Delta\Omega<0$. $\square$

The mistaken sum $W+U$ omits the battery, which is part of the system whose free energy must fall. The larger the rise in field energy, the larger the electrical gain, because at fixed voltage the two are equal in size.

## The same sign without a battery

The term $-QV$ can be avoided by replacing the battery with a reservoir capacitor $C_r$, charged to $V$ and connected in parallel. The pair is then isolated, with conserved charge $Q_t=(C+C_r)V$ and electrical energy $Q_t^2/[2(C+C_r)]$ once the voltages are equal. If the device capacitance grows by $\Delta C$,
$$\Delta E=\frac{Q_t^2}{2}\left[\frac1{C+\Delta C+C_r}-\frac1{C+C_r}\right]
=-\tfrac12V^2\Delta C\,\frac{C+C_r}{C+C_r+\Delta C}.$$
The change is negative for every $C_r\ge0$. As $C_r\to\infty$ the voltage stays fixed and $\Delta E\to-\tfrac12V^2\Delta C$, the battery result. At $C_r=0$ the device is isolated at fixed charge, and its own field energy falls.

For the growth from 4 to 5 nm, $\Delta E$ is $-0.6597$ eV with no reservoir and $-0.6606$ eV with one $10^4$ times larger than the device. They are close because $\Delta C$ is only about 0.14% of the whole cell capacitance. The device's own field energy rises at fixed voltage and falls at fixed charge, yet the driving force for growth is the same to first order in $\Delta C$.

A series resistor $R_s$ shows where the energy goes at a finite growth rate. Let $v=Q/C$ be the device voltage and $I=\dot Q=(V-v)/R_s$ the current. Differentiating $U=Q^2/(2C)$ gives
$$\dot U=vI-\tfrac12v^2\dot C .$$
The last term is power released to the growth process. Since $V=v+R_sI$, the battery power is
$$VI=vI+R_sI^2=\dot U+\tfrac12v^2\dot C+R_sI^2 .$$
Integrate from a state with $v=V$ to a later settled state with $v=V$. The left side gives $V^2\Delta C$ and $\dot U$ gives $\tfrac12V^2\Delta C$, leaving
$$\int\tfrac12v^2\dot C\,dt+\int R_sI^2dt=\tfrac12V^2\Delta C .$$
The rate alters the division between growth and Joule heat, but not the sum. In very slow growth $v$ stays near $V$ and the heat tends to zero. In sudden growth $Q$ is constant during the change, and growth receives
$$\frac{Q^2}{2}\left(\frac1C-\frac1{C+\Delta C}\right)=\tfrac12V^2\Delta C\,\frac{C}{C+\Delta C}.$$

Let the capacitance rise from 1 to 1.5 and measure energies in units of the initial $CV^2$. The sum is then $0.25$ and the sudden limit gives growth $0.167$. A ramp lasting 0.1 of the initial time constant $R_sC$ gives growth 0.1685 and heat 0.0815. A ramp lasting 10 time constants gives 0.2291 and 0.0209.

## The driving force at the surface

The general statement has a local form. Let the filament surface advance by a small distance $\delta n$ along its normal $n$, which points into the dielectric. The volume lost by the dielectric removes field energy $\int\tfrac12\varepsilon E^2\delta n\,dS$. The potential in the remaining dielectric changes by $\psi$. Because the potential must vanish on the new surface, $\psi=-\delta n\,\partial_n\phi$ on the old one, to first order. The resulting energy change is
$$\int\varepsilon\nabla\phi\cdot\nabla\psi\,dv=-\int\varepsilon\psi\,\partial_n\phi\,dS=\int\varepsilon E^2\delta n\,dS ,$$
where the minus sign arises because the outward normal of the dielectric is $-n$. On the plates $\psi=0$, and no flux crosses the guarded side, so neither contributes. Adding this change to the (negative) contribution of the lost volume,
$$\tfrac12V^2\delta C=\int\tfrac12\varepsilon E^2\,\delta n\,dS .$$
By statement 2 this is the electrical free energy gained, so each surface element is driven outward with force $\tfrac12\varepsilon E^2$ per area.

A flat conducting layer of thickness $s$ and area $A$ gives a simple check. Here $C=\varepsilon A/(d-s)$, and
$$\tfrac12V^2\frac{dC}{ds}=\frac{\varepsilon AV^2}{2(d-s)^2}=\tfrac12\varepsilon E^2A,\qquad E=\frac V{d-s}.$$
For the spheroid, integrating the surface field of the line-charge solution reproduces $\tfrac12V^2\,dC_f/dh$; this was tested at 2, 4 and 5 nm.

## When the gain is large enough

At fixed $V$, lengthening is favourable where $\tfrac12V^2\,dC_f/dh>dW/dh$. Changes relative to a 2 nm filament, in eV, are:

| $h$ (nm) | $\Delta W$ | $\Delta U$ | $\Delta\Omega$ | $\Delta W+\Delta U$ |
|---|---|---|---|---|
| 3 | 0.425 | 0.291 | 0.134 | 0.715 |
| 4 | 0.855 | 0.751 | 0.104 | 1.606 |
| 5 | 1.288 | 1.412 | −0.123 | 2.700 |

From 2 to 3 nm the free energy rises even with the correct sign, because the material cost exceeds the electrical gain. It reaches a maximum at the critical length $h^*=3.34$ nm, $0.144$ eV above its value at 2 nm. This is about $5.6\,k_BT$ at 300 K. It is the rise along this one family of shapes, starting from an existing filament, and not a complete nucleation barrier. The mistaken sum has no such maximum, since $W$ and $C_f$ both increase with $h$.

The long-filament limit explains the maximum. For $h\gg b$, $c\to h$ and $1-e\approx b^2/(2h^2)$, so $L\approx2\ln(2h/b)$ and
$$C_f\approx\frac{2\pi\varepsilon h^3}{3d^2[\ln(2h/b)-1]},\qquad W\approx\left(\frac{2\pi}{3}gb^2+\frac{\pi^2}{2}\gamma b\right)h .$$
The gain grows as $h^3$ divided by a slowly rising logarithm. Between 4 and 5 nm the exact $C_f$ grows as a power of about 2.3. The long-filament form, which is still 12% too high at 4 nm and 7% too high at 5 nm, gives about 2.2. The cost grows only as $h$, so the gain overtakes it if the gap leaves room. In the opposite limit, $h\to b$, $L-2e\to2e^3/3$ and $c^3=e^3h^3$, which gives the hemisphere value $C_f=2\pi\varepsilon h^3/d^2$.

At 4 nm the electrical driving force is $0.555$ eV/nm and the material cost is $0.432$ eV/nm. The former scales as $V^2$, so the threshold voltage at this length is
$$V_{\rm th}=2.5\sqrt{\frac{0.432}{0.555}}\ \mathrm V=2.2\ \mathrm V .$$
Below it, a small lengthening from 4 nm raises $\Omega$, although the field still favours growth.

## Where the statement stops

If the filament bridges the gap, a steady current flows and the device is no longer a capacitor in equilibrium. If growth transfers ions between the electrodes, the battery also does work on their charge, and $Q=CV$ no longer counts all the charge passed. That work must then be added to the ledger.

A filament of a different metal from the plate has a contact potential $\delta$ relative to it. The electrical part of $\Omega$ then gains a term linear in $V$: for $V>0$, growth adds $\delta\,\Delta q$, where $q$ is the magnitude of the charge that $V$ induces on the filament. For the spheroid the surface charge density is $\varepsilon E_{\rm tip}n_z$, where $E_{\rm tip}$ is the field at the tip and $n_z$ the vertical component of the normal, so $q=\varepsilon E_{\rm tip}\pi b^2$. This is 5.8 elementary charges at 4 nm and 7.8 at 5 nm. An offset of $+0.11$ V reverses the sign of $\Delta\Omega$ for this growth, and $+0.33$ V cancels the electrical gain. With such an offset the two polarities of $V$ are no longer equivalent, and the applied field can oppose growth.

The tip field at $h=5$ nm is $2.24$ V/nm, about 18 times $E_0$. This is several times the breakdown field of typical oxide films with such a permittivity, which is roughly 0.5 V/nm. About 90% of the electrical driving force at 4 and 5 nm comes from parts of the surface where the field exceeds this value. Neglect of leakage and a field-independent permittivity are therefore doubtful for most of the computed gain. So is a sharp interface for a filament 1 nm in base radius, whose tip radius of curvature $b^2/h$ is 0.2 nm at 5 nm, comparable with an interatomic distance. The energies and the threshold voltage above are those of the stated model, not predictions for a real device.

For a nonlinear dielectric without hysteresis, the electrical part of $\Omega$ is $F-QV$, where $dF=V\,dQ$ at fixed shape. Its differential is $-Q\,dV$, so it equals
$$-\int_0^VQ(V')\,dV' .$$
The field then favours growth if growth increases $\int_0^VQ(V')\,dV'$, which lowers the electrical part of $\Omega$. For $Q=CV'$ that part reduces to $-\tfrac12CV^2$. The values for the basic model parameters are listed in the numerical output.

## Values computed for the example and the checks

```
INPUTS
gap d = 20.0 nm
voltage V = 2.50 V
applied field E0 = 0.1250 V/nm
relative permittivity = 20.0
base radius b = 1.0 nm
interfacial free energy gamma = 0.010 J/m^2
volume cost g = 1.00e+07 J/m^3
cell radius = 30.0 nm
GROWTH FROM 4 TO 5 nm
h = 4 nm: c = 3.8730 nm, e = 0.96825, L-2e = 2.1904
  excess capacitance = 0.04918 aF
h = 5 nm: c = 4.8990 nm, e = 0.97980, L-2e = 2.6253
  excess capacitance = 0.08305 aF
plain cell capacitance = 25.035 aF
capacitance rise = 0.03387 aF
field energy rise = 0.6606 eV
battery work = 1.3212 eV
electrical free-energy change = -0.6606 eV
material cost = 0.4333 eV
total free-energy change = -0.2273 eV
mistaken sum = 1.0939 eV
FINITE-ELEMENT CHECK, SAME GROWTH
excess C at 4 nm, numerical/formula = 1.0013
excess C at 5 nm, numerical/formula = 1.0023
field energy rise = 0.6630 eV
battery work from plate charge = 1.3257 eV
battery work / field energy rise = 1.999
CLOSED PAIR: reservoir/device capacitance, energy change
  0: -0.65969 eV
  1: -0.66014 eV
  10000: -0.66058 eV
RESISTOR CIRCUIT, C from 1 to 1.5, energies in C_initial V^2
  ramp 10 RC: growth work 0.2291, heat 0.0209, sum 0.2500
  ramp 0.1 RC: growth work 0.1685, heat 0.0815, sum 0.2500
CHANGES FROM h = 2 nm, in eV
  h/nm  material  field  battery  Omega  mistaken
  3  0.4245  0.2907  0.5814  0.1339  0.7152
  4  0.8550  0.7509  1.5019  0.1041  1.6059
  5  1.2883  1.4115  2.8230  -0.1232  2.6998
BALANCE
critical length h* = 3.341 nm
rise of Omega from 2 nm to h* = 0.1439 eV
thermal energy kT at 300 K = 0.0259 eV
driving force at 4 nm = 0.5554 eV/nm
material slope at 4 nm = 0.4322 eV/nm
threshold voltage at 4 nm = 2.205 V
field at tip, h = 5 nm = 2.24 V/nm
```
